Equilibrium alignment of vacancy-oxygen centres in silicon under [100] stress

**Problem**

A vacancy-oxygen centre in silicon is a vacancy whose oxygen atom sits off centre and bridges two of the four neighbouring silicon atoms. Four atoms form six pairs, so the centre has six orientations. They have equal energy in an unstressed crystal.

A bar is compressed by 200 MPa along [100] and held at 125 K until the orientations reach equilibrium. The energy of a centre changes with strain as

E = Σ_ij B_ij ε_ij,

where B is a symmetric tensor fixed to the centre. Its principal axes are

- c, the twofold (C2) axis of the centre,
- o, the line joining the two silicon atoms bridged by oxygen,
- s, the line joining the other two silicon atoms.

Take B_c = −5 eV, B_o = −6 eV and B_s = 11 eV per unit strain, and elastic constants C11 = 166 GPa, C12 = 64 GPa and C44 = 80 GPa. Stress σ and strain are positive in tension. The centres are neutral, far apart, and respond linearly.

Show that the six energies split into a group of two and a group of four, and find the splitting and the population of each orientation.

A remark on names: a piezospectroscopic tensor, strictly, describes the shift of a spectral line, which is a difference between two states. Populations depend on the ground state and not on the excited state of such a line, so B here is the ground-state tensor. Any change of the vibrational free energy with stress is neglected.

**First estimate by scaling**

The strain is of order σ/C11 = 0.200/166 = 1.2 × 10⁻³. The mean size of the three principal values is (5 + 6 + 11)/3 = 7.3 eV. The splitting should therefore be about

7.3 eV × 1.2 × 10⁻³ ≈ 8.8 meV.

At 125 K, kT = 10.8 meV, so the splitting is about 0.82 kT and the populations per orientation in the two groups should differ by a factor of about e^(−0.82) = 0.44.

The sign follows from B_c here because the three principal values sum to zero: the mean of the other two is then −B_c/2, which has the opposite sign. Compression makes the strain along [100] negative, and a negative B_c then raises the energy of centres whose C2 axis lies along the stress. With two such orientations at relative weight 0.44 and four at weight 1, the estimate is 1/(4 + 2 × 0.44) = 0.205 for each of the four and 0.44 × 0.205 = 0.090 for each of the two.

**Exact solution within the linear model**

*Which energy counts.* The stress is held fixed, so the quantity to compare is the enthalpy. For a crystal of volume V with one centre, in tensor shorthand,

H(ε) = ½V ε·C·ε + B·ε − V σ·ε.

Setting the derivative to zero gives ε = S·σ − S·B/V, where S is the inverse of C. Inserting this gives

H = −½V σ·S·σ + B·S·σ − B·S·B/(2V).

The first term does not contain B. The last is the same for all six orientations, because they are related by symmetry operations of the cubic crystal. The orientations are thus distinguished by B·S·σ, which is B·ε with ε the strain of the perfect crystal.

*The tensors.* Place the neighbours along (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1). If oxygen bridges the first two, their sum gives the C2 axis and their difference gives o:

c = (1,0,0), o = (0,1,1)/√2, s = (0,1,−1)/√2.

Writing B = B_c cc + B_o oo + B_s ss and reading off components,

B_xx = B_c,
B_yy = B_zz = (B_o + B_s)/2 ≡ m,
B_yz = (B_o − B_s)/2.

If oxygen bridges the other two atoms, c points along −x and o and s exchange places. The diagonal components stay the same and B_yz changes sign. The remaining four orientations have c along ±y or ±z and follow by relabelling the axes.

*The strain.* For stress along x with free sides, ε_yy = ε_zz and there is no shear. Hooke's law reads

σ = C11 ε_xx + 2C12 ε_yy,
0 = C12 ε_xx + (C11 + C12) ε_yy.

Subtracting the second line from the first gives

σ = (C11 − C12)(ε_xx − ε_yy).

Solving for the separate strains gives ε_xx = S11σ and ε_yy = S12σ, with S11 = 7.670 × 10⁻³ GPa⁻¹ and S12 = −2.134 × 10⁻³ GPa⁻¹. For σ = −0.200 GPa they are −1.534 × 10⁻³ and +0.427 × 10⁻³.

*Two plus four.* Since ε_yz = 0, the sign of B_yz has no effect, and the two orientations with c along ±x share the energy

E∥ = B_c ε_xx + 2m ε_yy.

For c along ±y, B_yy = B_c and B_xx = B_zz = m, so

E⊥ = m ε_xx + (B_c + m) ε_yy.

For c along ±z the roles of y and z are exchanged, and the energy is the same because ε_yy = ε_zz. This is the group of four. The splitting is

Δ = E∥ − E⊥ = (B_c − m)(ε_xx − ε_yy) = σ (B_c − m)/(C11 − C12).

Adding the same number to B_c, B_o and B_s leaves Δ unchanged, so the trace of B does not affect the populations. Here m = (−6 + 11)/2 = 2.5 eV, and

Δ = (−0.200)(−5 − 2.5)/(166 − 64) eV = +14.7 meV.

The chosen B has zero trace, so the six energies sum to zero: 2E∥ + 4E⊥ = 0. With E∥ − E⊥ = Δ this gives E∥ = 2Δ/3 = 9.8 meV and E⊥ = −Δ/3 = −4.9 meV.

*The same result from a stress tensor.* One may instead write E = Σ A_ij σ_ij. Inserting the strains for a general stress gives A_xx = S11B_xx + S12(B_yy + B_zz). For the shear part, ε_yz = S44σ_yz/2 with S44 = 1/C44, hence A_yz = S44B_yz/2. The principal values are A_c = −49.0, A_o = −28.6 and A_s = 77.6 meV/GPa. Then

Δ = σ[A_c − (A_o + A_s)/2] = −0.200 × (−49.0 − 24.5) = 14.7 meV.

This form makes other stress directions easy to treat. For stress along a unit vector n, E = σ n·A·n. With the present tensor the levels group as follows.

- Along [111], the diagonal part is common to all six, and the shear component adds a term of either sign: 3 + 3.
- Along [110], the two centres with c along ±z have opposite A_xy and separate, while the other four have A_xy = 0 and stay together: 1 + 1 + 4.

*Populations.* Let f_i be the fraction of centres in orientation i. Equilibrium minimises Σ f_i(E_i + kT ln f_i) at Σ f_i = 1. With a Lagrange multiplier μ,

E_i + kT ln f_i + kT − μ = 0,

so f_i is proportional to e^(−E_i/kT). Let r = e^(−Δ/kT). Normalising two weights r and four weights 1,

f∥ = r/(4 + 2r), f⊥ = 1/(4 + 2r).

Here Δ/kT = 14.706/10.772 = 1.365 and r = 0.255. Therefore

f∥ = 0.255/4.511 = 0.057, f⊥ = 1/4.511 = 0.222.

The group of two holds 11% of the centres and the group of four 89%, against 33% and 67% without stress.

*Tension and the strong-stress limits.* Reversing the stress reverses Δ, which gives f∥ = 0.331 and f⊥ = 0.085. The response is not symmetric because the groups differ in size. Strong compression shares all centres among four orientations, so f⊥ tends to 1/4. Strong tension shares them between two, so f∥ tends to 1/2. A tensor with B_c > m would interchange the roles of tension and compression.

*Is equilibrium reached?* Suppose the oxygen hops between pairs that share one atom. A ∥ orientation then has four neighbours, all ⊥, and a ⊥ orientation has two ∥ neighbours. Let w = νe^(−E_b/kT) be the unstressed hop rate, and assume that the saddle energy shifts by the mean of the two end energies. Hops from ∥ to ⊥ then gain a factor e^(Δ/2kT), and reverse hops e^(−Δ/2kT). The total ∥ fraction P obeys

dP/dt = −4w e^(Δ/2kT) P + 2w e^(−Δ/2kT)(1 − P).

It relaxes at the rate λ = w(4e^(Δ/2kT) + 2e^(−Δ/2kT)) towards P = 2r/(4 + 2r) = 2f∥, as it must. With the rough values E_b = 0.38 eV and ν = 10¹³ s⁻¹, 1/λ is about 20 s at 125 K, so ten minutes suffice for these values. The margin depends exponentially on the barrier. With E_b = 0.42 eV, 1/λ grows to about 16 minutes and f∥ is still 0.12 after ten minutes; with ν = 10¹² s⁻¹ it is 0.065. At 77 K without load it is about 10¹¹ s, so the alignment survives removal of the stress. With E_b = 0.38 eV, cooling under load at 10 K per minute lets f∥ drift from 0.057 to 0.055 before it freezes; a lower barrier lets it drift further, to 0.052 at 0.36 eV and 0.048 at 0.34 eV.

*An observable.* Consider a vibration whose dipole lies along o. Absorption of light polarised along x is proportional to Σ f_i o_x². This square is 0 for c along ±x and 1/2 for the other four, giving 2f⊥. For light polarised along y it is 0 for c along ±y and 1/2 otherwise, giving f∥ + f⊥. The ratio is

α[100]/α[010] = 2f⊥/(f∥ + f⊥) = 1.59.

**Comparison**

The scaling estimate has the right sign and order, but its splitting of 8.8 meV is 40% below the exact 14.7 meV. The ratio of the two is

14.7/8.8 ≈ (7.5/7.3) × (166/102) ≈ 1.7.

Here nearly all of the discrepancy comes from the stiffness. That the mean size, 7.3 eV, lies so near |B_c − m| = 7.5 eV is an accident of these principal values: for B_c = m the splitting would vanish while the mean size would not. The splitting depends on the difference between the strains along and across the stress. The crystal resists that difference with C11 − C12, not C11, because the free sides expand while the bar shortens. The estimated f⊥ of 0.205 is 8% below the exact value. The estimated f∥ of 0.090 is about 60% above it, since the smaller population carries the exponential factor.

A second approximation keeps the exact Δ but assumes weak stress. With x = Δ/kT,

f∥ = 1/(2 + 4eˣ) = (1/6)(1 − 2x/3 + x²/9 + …),

and 2f∥ + 4f⊥ = 1 then gives f⊥ = (1/6)(1 + x/3 − x²/18 + …). At x = 1.365 the linear terms give f∥ = 0.015, about a quarter of the exact 0.057, while f⊥ = 0.243 is 9% too high. Beyond x = 3/2 the linear f∥ is negative. The linear law needs |Δ| well below kT.

**The model and real silicon**

The tensor, elastic constants, barrier and attempt rate are rough typical values for this centre and host, so the populations deserve two figures at most. Scaling the whole tensor by 0.9 or 1.1 moves f∥ to 0.064 or 0.050, and an error of 2 K moves it by about 0.001. If the stress is tilted by 2° towards [011], the group of four spreads over 1.0 meV and its populations range from 0.211 to 0.232. A quadratic energy term ½Kε_xx² with an assumed K = 100 eV would be 0.12 meV in size. For the elastic interaction between centres, the simple scale B_s²n/(4πC44) is 0.002 meV at n = 10¹⁷ cm⁻³. Close neighbours make the typical spread over the six orientations more than ten times larger, a few hundredths of a meV, which is still far below Δ.

At 300 K, with the same stress and constants, kT = 25.9 meV and r = 0.57, so f∥ rises to 0.11. The hop rate is then of order 10⁶ s⁻¹, and the alignment follows the stress instead of being frozen in. In n-type material with the Fermi level above the acceptor level of the centre, the centre is negatively charged. It then needs its own tensor and barrier, and the numbers above do not apply. The numerical output below lists the six energies and populations separately.

Computed results

```
T_d operations 24, site group order 4, sets [2, 4]
level multiplicities, stress along (1, 0, 0): [2, 4]
level multiplicities, stress along (1, 1, 1): [3, 3]
level multiplicities, stress along (1, 1, 0): [1, 1, 4]
input C11, C12, C44: 166, 64, 80 GPa
input B_c, B_o, B_s: -5.0, -6.0, 11.0 eV
input stress: -200 MPa; temperature: 125 K
S11, S12, S44: 7.670, -2.134, 12.500 1e-3/GPa
S11 - S12: 9.804 1e-3/GPa
strain along / across stress: -1.534 / 0.427 1e-3
A_c, A_o, A_s: -49.02, -28.62, 77.63 meV/GPa
kT at 125 K: 10.772 meV
C2 axis [1, 0, 0]: energy 9.804 meV, population 0.0566
C2 axis [0, 1, 0]: energy -4.902 meV, population 0.2217
C2 axis [0, 0, 1]: energy -4.902 meV, population 0.2217
C2 axis [0, 0, -1]: energy -4.902 meV, population 0.2217
C2 axis [0, -1, 0]: energy -4.902 meV, population 0.2217
C2 axis [-1, 0, 0]: energy 9.804 meV, population 0.0566
splitting Delta: 14.706 meV = 1.3652 kT
Boltzmann ratio f_par/f_perp: 0.2553
compression f_par, f_perp: 0.0566, 0.2217
group totals, two / four: 0.1132 / 0.8868
same tension f_par, f_perp: 0.3310, 0.0845
weak-stress estimate f_par, f_perp: 0.0150, 0.2425
weak-stress error ratio on halving: 4.018, 4.018
dichroic ratio [100]/[010]: 1.5932
input barrier 0.38 eV, attempt rate 1e+13 1/s
hop rate at 125 K: 4.776e-03 1/s
relaxation time at 125 K under load: 23.5 s
relaxation time at 77 K without load: 1.24e+11 s
cooling at 10 K/min, frozen f_par, f_perp: 0.0553, 0.2223
equilibrium f_par at 77 K, not reached: 0.0258
f_par with tensor -10% / +10%: 0.0638 / 0.0501
f_par at T -2 K / +2 K: 0.0555 / 0.0577
2 deg tilt to [011], spread in the two: 0.026 meV
2 deg tilt to [011], spread in the four: 1.048 meV
2 deg tilt, range of the four populations: 0.2109 to 0.2324
quadratic strain term, assumed 100 eV curvature: 0.118 meV
elastic interaction at 1e17 cm^-3: 0.0019 meV
negative fraction, Fermi level 0.2 eV below level: 1.7e-08
```
